\section*{The Local Channel of a Semilocal Potential and the Polarized Atom}

\section{What symmetry allows}

A semilocal effective core potential commutes with rotations about the nucleus. It therefore acts on each angular momentum $l$ separately, and its content is a list of radial functions, one for each $l$. If two such operators differ, some $l$ must feel a different function.

Let the potential be built from a finite table of channels $V_0(r),\dots,V_L(r)$. Calling channel $a$ local means writing
\begin{equation}
V^{(a)}=V_a(r)+\sum_{l=0}^{L}\bigl[V_l(r)-V_a(r)\bigr]P_l ,
\label{eq:def}
\end{equation}
where $P_l$ projects on angular momentum $l$. The claim to be examined is that the choice of $a$ is bookkeeping, so that no property of the atom depends on it.

Apply \eqref{eq:def} to a function of pure angular momentum $l$. If $l\le L$, one projector gives unity and the result is $V_a+(V_l-V_a)=V_l$. If $l>L$, every projector gives zero and $V_a$ remains:
\begin{equation}
v^{(a)}_l(r)=\begin{cases}V_l(r), & l\le L,\\ V_a(r), & l>L.\end{cases}
\label{eq:felt}
\end{equation}
The choice thus leaves every tabulated $l$ alone and changes the potential of all $l$ beyond the end of the table. ``Higher'' means higher than $L$, not higher than the channel called local. It is assumed that the differences $V_l-V_a$ are recomputed when $a$ changes; otherwise the tabulated channels change too.

In a free atom with one valence electron, a level with $l_0\le L$ cannot reveal the change. A uniform field can, because it mixes in other angular momenta. Reflection $z\to-z$ reverses the field $F$, so the energy of a nondegenerate level contains even powers of $F$ only. The remaining question is which power first depends on $a$.

\section{Counter-example: a p electron}

Hartree atomic units are used. The model atom has one valence electron and channels
\begin{equation}
V_l(r)=-\frac1r+A_l e^{-br^2},\qquad b=0.4,\quad A_s=2,\quad A_p=1 .
\end{equation}
These are round parameters and represent no named element. The table is $\{s,p\}$, so $L=1$, and a d electron feels $V_s$ or $V_p$ according to the choice. At $r=1.3$ bohr these are $0.248$ and $-0.261$ hartree: one is repulsive, the other attractive.

The field adds $Fz$ to the Hamiltonian $H_0$. Write $E=E_0+E_2F^2+E_4F^4+\dots$, so that the polarizability is $\alpha=-2E_2$. Radial functions are $u=rR$, with
\begin{equation}
h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+v_l(r).
\end{equation}
The angular factor of $z=r\cos\theta$ between $l$ and $l+1$ at fixed $m$ is
\begin{equation}
c_l(m)=\sqrt{\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}} .
\end{equation}

Take the lowest p level, $E_0=-0.1068$ hartree, with $|m|=1$ and normalized radial function $u_0$. No s function has $|m|=1$, so to first order the field mixes in d functions alone. The terms of order $F$ in the Schr\"odinger equation give $(H_0-E_0)\psi_1=-z\psi_0$, since $E_1=0$. The d component $w$ of $\psi_1$ and the energy coefficient are therefore
\begin{equation}
(h_2-E_0)\,w=-c\,r u_0,\qquad E_2=\langle\psi_0|z|\psi_1\rangle=c\int_0^\infty u_0\,r\,w\,dr,
\label{eq:first}
\end{equation}
with $c=c_1(1)$.

Let $w^a$ and $w^b$ solve this equation for two choices of local channel. The functions $u_0$ and $E_0$ are common to both, because p is in the table. Multiply the equation for $w^a$ by $w^b$, and the reverse, and integrate:
\begin{align}
\int w^b(h_2^{a}-E_0)w^a\,dr&=-c\int w^b r u_0\,dr=-E_2^{b},\\
\int w^a(h_2^{b}-E_0)w^b\,dr&=-c\int w^a r u_0\,dr=-E_2^{a}.
\end{align}
Subtract the second line from the first. The kinetic, centrifugal and $E_0$ terms are symmetric and cancel, leaving
\begin{equation}
E_2^{a}-E_2^{b}=\int_0^\infty w^a\,(V_a-V_b)\,w^b\,dr .
\label{eq:dE2}
\end{equation}
No smallness of $V_a-V_b$ was used; each response belongs to its own potential.

For $a=s$ and $b=p$, $V_s-V_p=(2-1)e^{-br^2}$, and the integral is $1.838$. Hence
\begin{equation}
\alpha^{(s)}-\alpha^{(p)}=-2\times1.838=-3.68\ \text{a.u.}=-0.545\ \text{\AA}^3 .
\end{equation}
The separately computed polarizabilities are $320.74$ and $324.42$ a.u., which differ by the same amount, $1.1\%$ of the p-local value. The claim is false.

For $m=0$ the field also mixes in s functions. Their contribution to $E_2$ is the same for both choices, since s is in the table. The d contribution is proportional to $c_1(m)^2$, with $c_1(0)^2=4/15$ and $c_1(1)^2=3/15$. The change is therefore $4/3$ as large:
\begin{equation}
\alpha^{(s)}-\alpha^{(p)}=170.54-175.44=-4.90\ \text{a.u.}=-0.726\ \text{\AA}^3,
\end{equation}
or $2.8\%$ of the p-local value. The relative change is larger than for $|m|=1$ partly because the total is smaller. With p local, the d part is $\tfrac43\times324.42=432.56$, so the s part is $175.44-432.56=-257.1$ a.u. It is negative because the s level at $-0.1491$ hartree lies below the p level and pushes it up. That level alone contributes $-462.3$ a.u., which outweighs the $+205.2$ a.u.\ from the s states above the p level.

\section{The sign of the change}

The more repulsive local channel gives the smaller polarizability. To see why, consider
\begin{equation}
J[w]=\int w(h_2-E_0)w\,dr+2c\int w\,r u_0\,dr .
\label{eq:J}
\end{equation}
If $h_2-E_0$ is positive, $J$ has a minimum where \eqref{eq:first} holds. There the first term equals $-c\int w\,ru_0\,dr$, so the minimum is $c\int u_0 r w\,dr$, the d contribution to $E_2$. Raising $v_2$ anywhere cannot lower $J$ for any $w$, hence cannot lower its minimum. Thus $E_2$ does not fall and $\alpha$ does not rise.

Positivity holds here. The kinetic term is non-negative, and with a repulsive core term the rest of $h_2$ is at least $3/r^2-1/r\ge-1/12=-0.083$ hartree, which lies above $E_0$. If a d level lay below $E_0$, this argument for the sign would fail, though \eqref{eq:dE2} would survive as long as $E_0$ was not itself a d level.

\section{The general statement and its proof}

Subtracting two operators of the form \eqref{eq:def} gives, by \eqref{eq:felt},
\begin{equation}
V^{(a)}-V^{(b)}=\bigl[V_a(r)-V_b(r)\bigr]Q,\qquad Q=1-\sum_{l=0}^{L}P_l .
\label{eq:Q}
\end{equation}
Consider one electron whose free level has $l_0\le L$ and is nondegenerate at its value of $m$, and let $n=L+1-l_0$. Then the energies in the field agree through all orders below $F^{2n}$, and
\begin{equation}
E_{2n}^{a}-E_{2n}^{b}=\int_0^\infty w_{L+1}^{a}\,(V_a-V_b)\,w_{L+1}^{b}\,dr ,
\label{eq:main}
\end{equation}
where $w_{L+1}$ is the coefficient of $F^n$ in the component $l=L+1$ of the state.

A uniform field lets the electron tunnel out, so its levels are not strictly bound. The proof is therefore made in a finite basis of radial functions times spherical harmonics, where the perturbed level is a true eigenstate; the basis is then enlarged until the coefficients settle.

Let $H^{(a)}\psi^a=E^a\psi^a$ and $H^{(b)}\psi^b=E^b\psi^b$, both including the field. Then $\langle\psi^a|H^{(a)}|\psi^b\rangle=E^a\langle\psi^a|\psi^b\rangle$ and $\langle\psi^a|H^{(b)}|\psi^b\rangle=E^b\langle\psi^a|\psi^b\rangle$. The field term cancels in the difference, and \eqref{eq:Q} gives
\begin{equation}
(E^a-E^b)\langle\psi^a|\psi^b\rangle=\langle\psi^a|(V_a-V_b)Q|\psi^b\rangle .
\label{eq:identity}
\end{equation}

Now expand $\psi=\sum_kF^k\psi_k$, with $\langle\psi_0|\psi_k\rangle=0$ for $k\ge1$. Order $F^k$ of the Schr\"odinger equation reads
\begin{equation}
(H_0-E_0)\psi_k=-z\psi_{k-1}+\sum_{j=1}^{k}E_j\psi_{k-j}.
\end{equation}
Since $z$ changes $l$ by one, induction on $k$ shows that $\psi_k$ contains no $l$ above $l_0+k$. In the component $l=l_0+k$ the sum drops out, because its terms reach at most $l_0+k-1$. What remains is a ladder:
\begin{equation}
(h_l-E_0)\,w_l=-c_{l-1}(m)\,r\,w_{l-1},\qquad w_{l_0}=u_0 .
\label{eq:ladder}
\end{equation}

The projector $Q$ retains $l\ge L+1$, where both states begin at order $F^n$. The right side of \eqref{eq:identity} therefore begins at $F^{2n}$, with the coefficient in \eqref{eq:main}. The overlap on the left is $1+O(F^2)$ and does not alter this leading coefficient. This proves the statement. The first difference comes later than $F^{2n}$ only if the integral happens to vanish.

\section{An s electron: the change is hidden deeper}

With the same table $\{s,p\}$, an s electron has $n=2$. Its polarizability does not depend on the choice: both calculations give $464.83$ a.u. The hyperpolarizability $\gamma=-24E_4$ does depend on it. The ladder passes through p to d, and the integral in \eqref{eq:main} is $4683$ a.u., so
\begin{equation}
\gamma^{(s)}-\gamma^{(p)}=-24\times4683=-1.124\times10^5\ \text{a.u.}
\end{equation}
The values themselves are $-5.695\times10^6$ with s local and $-5.583\times10^6$ with p local, a change in magnitude of $2.0\%$ of the p-local value. Energies computed at finite fields and extrapolated to $F=0$ confirm the difference in $E_4$ to $0.1\%$. The level differences there are near $10^{-10}$ hartree, so that residual is numerical noise; with the energies evaluated in extended precision the same extrapolation gives $4682.6$.

In energy the effect is small. At $F=0.001$ a.u., or $5.14\times10^8$ V/m, the leading term is $4683\times10^{-12}=4.68\times10^{-9}$ hartree. The difference of the two computed levels is $4.63\times10^{-9}$ hartree, or $0.126\ \mu$eV; higher orders account for the gap. The state has a d weight of only $7.3\times10^{-6}$. For the p electron with $|m|=1$, the leading term at the same field has magnitude $\tfrac12\times3.68\times10^{-6}=1.84\times10^{-6}$ hartree, about 400 times larger. A test on the s and p levels of the free atom, or on the dipole polarizability of its s state, would miss the dependence altogether; the free d levels, by \eqref{eq:felt}, feel the local channel directly (the lowest lies at $-0.05478$ hartree with s local and $-0.05510$ with p local). This blindness belongs to the semilocal operator \eqref{eq:def}. In the separable (Kleinman--Bylander) form, with each projector built on the lowest level of its channel, those reference levels are kept but the rest is not: in this model the second s level is then $-0.06237$ or $-0.06242$ hartree and the s-state polarizability $464.81$ or $464.83$ a.u., with s or p local.

\section{Giving d its own channel}

Neither choice above is the correct one by virtue of its label. Suppose that the core acts on d electrons through $A_d=-0.3$, and add this channel to the table. For the p electron with $|m|=1$, $\alpha$ becomes $331.38$ a.u. Relative to this value, the shorter table is low by $2.1\%$ with p local and by $3.2\%$ with s local. For $m=0$ the errors are $5.0\%$ and $7.7\%$, again too low. Here p is the better stand-in because $A_d<A_p<A_s$ and $\alpha$ falls as the d potential rises. Other parameters can reverse the order, and nearness in $A$ alone does not decide it: at $A_d=1.48$, s local has the smaller error for $|m|=1$ although $A_p$ is closer.

With $L=2$, the choice of local channel no longer affects $\alpha$ of either state or $\gamma$ of the s state. It now acts on f electrons and beyond. For the s electron $n=3$, and the first difference is in $E_6$. Between s local and d local it is $9.01\times10^5$ a.u., which at $F=0.001$ amounts to $9.0\times10^{-13}$ hartree. The ambiguity has been moved to higher $l$, not removed. To change the local function and keep the same operator, one would need a compensating projector term for every $l>L$.

For several electrons, \eqref{eq:Q} is summed over electrons. The sum gives zero on any wave function built solely from orbitals with $l\le L$ about this nucleus. When a field, a neighbouring atom, the nonspherical mean field of an open shell or electron correlation brings in higher $l$, that protection is lost. The size of the effect must then be computed for the system at hand; the percentages above belong to this one-electron model. The numerical check covers the felt potentials, the ladder integrals and the finite-field energies.

\section*{Table of computed values}
\begin{verbatim}
A_s, A_p, A_d = 2.0, 1.0, -0.3 hartree; b = 0.4 bohr^-2
felt at r = 1.3 bohr: V_s = 0.24806, V_p = -0.26058 hartree
free s level = -0.149143 hartree
free p level = -0.106833 hartree
S ELECTRON
alpha, table sp, s local = 464.8282 a.u.
alpha, table sp, p local = 464.8282 a.u.
gamma, table sp, s local = -5.695087e+06 a.u.
gamma, table sp, p local = -5.582703e+06 a.u.
gamma, table spd = -5.378693e+06 a.u.
core integral of d responses = 4.68265e+03 a.u.
gamma(s local) - gamma(p local) = -1.12383e+05 a.u.
  relative to p local = 2.0131 percent
gamma error against table spd: s local 5.8824 percent
gamma error against table spd: p local 3.7929 percent
E4 difference, integral = 4.68265e+03 a.u.
E4 difference, finite fields = 4.68728e+03 a.u.
field F = 0.001 a.u. = 5.1422e+08 V/m
  energy, s local = -0.149374835 hartree
  energy, p local = -0.149374840 hartree
  energy difference = 4.6267e-09 hartree = 0.126 micro-eV
  leading term dE4*F^4 = 4.6826e-09 hartree
  d weight (p local) = 7.2757e-06
P ELECTRON
alpha |m|=0, table sp, s local = 170.5391 a.u.
alpha |m|=0, table sp, p local = 175.4412 a.u.
alpha |m|=0, table spd = 184.7330 a.u.
  core integral of d responses = 2.45106 a.u.
  change s local - p local = -4.90212 a.u. = -0.72642 angstrom^3
  relative to p local = -2.7942 percent
  error against spd: s local -7.6835 percent
  error against spd: p local -5.0298 percent
alpha |m|=1, table sp, s local = 320.7386 a.u.
alpha |m|=1, table sp, p local = 324.4152 a.u.
alpha |m|=1, table spd = 331.3840 a.u.
  core integral of d responses = 1.83830 a.u.
  change s local - p local = -3.67659 a.u. = -0.54481 angstrom^3
  relative to p local = -1.1333 percent
  error against spd: s local -3.2124 percent
  error against spd: p local -2.1029 percent
ratio of changes, m=0 to |m|=1 = 1.333333
finite-field alpha |m|=1: s local 320.7387, p local 324.4153 a.u.
TABLE SPD, S ELECTRON, S LOCAL AGAINST D LOCAL
E6 with d local = -4.17448e+09 a.u.
E6 difference, recursion = 9.0125e+05 a.u.
E6 difference, integral = 9.0125e+05 a.u.
E6 difference times F^6 at F = 0.001: 9.013e-13 hartree
\end{verbatim}
